# Spin-spin zero-field splitting of a px py triplet with Slater orbitals

## Question

I want a closed formula for the spin-spin part of the zero-field splitting $D$ in the simplest model of NH or of a linear triplet carbene: two electrons with parallel spins, one in $p_x$ and one in $p_y$, on the same atom. Both are Slater 2p orbitals,

$$p_x=N\,x\,e^{-\zeta r},\qquad p_y=N\,y\,e^{-\zeta r},\qquad N^2=\frac{\zeta^5}{\pi}.$$

I wrote the dipolar energy as a direct integral minus an exchange integral and got stuck. Near $\mathbf r_1=\mathbf r_2$ the operator behaves as $1/r_{12}^3$, and the densities $p_x^2(1)\,p_y^2(2)$ do not vanish there. Each integral then seems to depend on the order in which I integrate. Expanding the operator about the nucleus gives many radial pieces, and I do not trust my signs.

Is there a clean way to get $D$ as a function of $\zeta$? I would also like to know which sublevel is lowest, and whether I could simply treat the electrons as two point dipoles at their typical distance.

## Answer

Do not separate the direct and exchange parts. The triplet wave function vanishes when the electrons meet, and this makes the combined integral converge absolutely. Relative and midpoint coordinates then reduce it to factorials.

I use atomic units, with $\zeta$ in inverse bohr, and treat the spin-spin interaction to first order. The model keeps one configuration and only the two open-shell electrons.

### From the dipolar operator to D

Let $\mathbf r=\mathbf r_1-\mathbf r_2$ and $r=|\mathbf r|$. The interaction of the two spin magnetic moments is

$$H_{SS}=\frac{g^2\alpha^2}{4}\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}\right].$$

There is also a contact term proportional to $\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r)$. It contributes nothing here, because the spatial function of a triplet is antisymmetric and so vanishes at $\mathbf r=0$. The Breit-Pauli operator has $g=2$; keeping $g$ general lets us insert the free-electron value later.

Averaging over the spatial function leaves a spin operator,

$$H=\frac{g^2\alpha^2}{4}\sum_{ab}T_{ab}\,s_{1a}s_{2b},\qquad
T_{ab}=\left\langle\frac{r^2\delta_{ab}-3r_ar_b}{r^5}\right\rangle .$$

To express it through the total spin $\mathbf S=\mathbf s_1+\mathbf s_2$, expand

$$\sum_{ab}T_{ab}S_aS_b=\sum_{ab}T_{ab}\left(s_{1a}s_{1b}+s_{2a}s_{2b}+s_{1a}s_{2b}+s_{2a}s_{1b}\right).$$

Since $T$ is symmetric, only the symmetric part of $s_{1a}s_{1b}$ matters. For spin one-half that part is $\delta_{ab}/4$, so the first term gives $\tfrac14\mathrm{Tr}\,T=0$. The second vanishes in the same way. The last two are equal, because $T$ is symmetric and the two spins commute. Hence

$$\sum_{ab}T_{ab}s_{1a}s_{2b}=\frac12\sum_{ab}T_{ab}S_aS_b,\qquad
H=\sum_{ab}D_{ab}S_aS_b,\quad D_{ab}=\frac{g^2\alpha^2}{8}T_{ab}.$$

Take $z$ normal to both p lobes; in NH this is the bond axis. The pair distribution found below is symmetric about $z$, so $T$ is diagonal with $T_{xx}=T_{yy}=-T_{zz}/2$. Then

$$H=D_{zz}\left[S_z^2-\tfrac12(S_x^2+S_y^2)\right]
=\tfrac32D_{zz}\left(S_z^2-\tfrac13\mathbf S^2\right),$$

where I used $S_x^2+S_y^2=\mathbf S^2-S_z^2$. Comparing with the usual form $D(S_z^2-\mathbf S^2/3)+E(S_x^2-S_y^2)$ gives

$$D=\tfrac32D_{zz}=\frac{3g^2\alpha^2}{16}\,T_{zz},\qquad E=0. \tag{1}$$

### The pair distribution and its angular factor

The normalized antisymmetric spatial function is

$$\Psi=\frac{N^2}{\sqrt2}\,(x_1y_2-y_1x_2)\,e^{-\zeta(r_1+r_2)}.$$

The bracket is $(\mathbf r_1\times\mathbf r_2)_z$. Introduce the midpoint $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, so that $\mathbf r_1=\mathbf R+\mathbf r/2$ and $\mathbf r_2=\mathbf R-\mathbf r/2$. Then

$$\mathbf r_1\times\mathbf r_2=-\tfrac12\mathbf R\times\mathbf r+\tfrac12\mathbf r\times\mathbf R=\mathbf r\times\mathbf R,
\qquad(\mathbf r\times\mathbf R)_z=\mathbf R\cdot(\hat{\mathbf z}\times\mathbf r).$$

This is linear in $\mathbf r$, so $|\Psi|^2$ goes as $r^2$ at small separation. Together with the operator's $r^{-3}$ and the volume element $r^2dr$, the integrand behaves as $r\,dr$, which removes the ambiguity you found.

Now hold $\mathbf r$ fixed and integrate over $\mathbf R$. The exponential depends on $r_1=|\mathbf R+\mathbf r/2|$ and $r_2=|\mathbf R-\mathbf r/2|$, neither of which changes when $\mathbf R$ is rotated about the line along $\mathbf r$. Let $\rho$ be the distance of $\mathbf R$ from that line. The vector $\hat{\mathbf z}\times\mathbf r$ is perpendicular to $\mathbf r$ and has length $r\sin\theta$, where $\theta$ is the angle between $\mathbf r$ and $z$. The component of $\mathbf R$ along it is $\rho\cos\varphi$, and $\cos^2\varphi$ averages to one half:

$$\left[\mathbf R\cdot(\hat{\mathbf z}\times\mathbf r)\right]^2\;\longrightarrow\;\tfrac12\rho^2r^2\sin^2\theta .$$

The probability density of the separation vector is therefore

$$P(\mathbf r)=\frac{N^4}{4}\,r^2\sin^2\theta\int\rho^2e^{-2\zeta(r_1+r_2)}\,d^3R. \tag{2}$$

The change of variables from $(\mathbf r_1,\mathbf r_2)$ to $(\mathbf r,\mathbf R)$ has unit Jacobian. The remaining integral depends on $r$ alone, so all the angular dependence is $\sin^2\theta$. Since $T_{zz}=\langle(1-3\cos^2\theta)/r^3\rangle$, the angular average separates. With $c=\cos\theta$,

$$\frac{\int_{-1}^{1}(1-c^2)(1-3c^2)\,dc}{\int_{-1}^{1}(1-c^2)\,dc}
=\frac{2-\frac83+\frac65}{\frac43}=\frac{8/15}{4/3}=\frac25 .$$

With equation (1) this gives

$$T_{zz}=\frac25\left\langle r^{-3}\right\rangle,\qquad
D=\frac{3g^2\alpha^2}{40}\left\langle r^{-3}\right\rangle. \tag{3}$$

The angular factor does not depend on the exponential form in (2). It needs only a radial factor that depends on the distance from the nucleus and is the same for both orbitals. Equation (3) holds for any radial function shared by $p_x$ and $p_y$, provided the averages exist.

The sign of $D$ is now visible. The separation vector favours the $xy$ plane, so $T_{zz}>0$ and $D>0$. In the states $M_S=\pm1$ the spins are parallel along $z$, side by side relative to the preferred separation, which costs dipolar energy. In the state $M_S=0$ one has $\langle s_{1x}s_{2x}\rangle=\langle s_{1y}s_{2y}\rangle=\tfrac14$ and $\langle s_{1z}s_{2z}\rangle=-\tfrac14$: the spins are correlated parallel within the plane and antiparallel along $z$. Since $\tfrac14(T_{xx}+T_{yy})=-\tfrac14T_{zz}$, each of the two correlations lowers the energy by the same amount. From $D(M_S^2-2/3)$, the level $M_S=0$ lies at $-2D/3$ and the pair $M_S=\pm1$ at $+D/3$.

### The integral over the midpoint

For fixed $\mathbf r$, use spheroidal coordinates for $\mathbf R$ with foci at $\pm\mathbf r/2$:

$$r_1+r_2=r\mu,\quad r_1-r_2=r\nu,\quad 1\le\mu<\infty,\quad-1\le\nu\le1,$$

$$\rho^2=\left(\tfrac r2\right)^2(\mu^2-1)(1-\nu^2),\qquad
d^3R=\left(\tfrac r2\right)^3(\mu^2-\nu^2)\,d\mu\,d\nu\,d\varphi .$$

Here $r_1$ and $r_2$ are lengths, so $r_1-r_2$ is not the length of $\mathbf r$. With $a=2\zeta r$, the integral in (2) is

$$G=2\pi\left(\tfrac r2\right)^5\int_1^\infty d\mu\,(\mu^2-1)e^{-a\mu}\int_{-1}^1d\nu\,(1-\nu^2)(\mu^2-\nu^2).$$

The inner integral follows from $\int(1-\nu^2)d\nu=\frac43$ and $\int\nu^2(1-\nu^2)d\nu=\frac23-\frac25=\frac4{15}$. It equals $\frac43\mu^2-\frac4{15}=\frac4{15}(5\mu^2-1)$.

For the outer integral, set $\mu=1+u$:

$$(\mu^2-1)(5\mu^2-1)=5\mu^4-6\mu^2+1=8u+24u^2+20u^3+5u^4 .$$

Using $\int_0^\infty u^ne^{-au}du=n!/a^{n+1}$,

$$\int_1^\infty(5\mu^4-6\mu^2+1)e^{-a\mu}d\mu
=e^{-a}\left(\frac8{a^2}+\frac{48}{a^3}+\frac{120}{a^4}+\frac{120}{a^5}\right)
=\frac{8e^{-a}}{a^5}\,q(a),$$

with $q(a)=a^3+6a^2+15a+15$. Because $r/a=1/(2\zeta)$, the powers of $r$ cancel:

$$G=2\pi\cdot\frac1{32}\cdot\frac4{15}\cdot8\cdot\frac1{32\zeta^5}\,e^{-a}q(a)=\frac{\pi}{240\,\zeta^5}\,e^{-a}q(a).$$

Inserting this and $N^4=\zeta^{10}/\pi^2$ into (2),

$$P(\mathbf r)=\frac{\zeta^5}{960\pi}\,r^2\sin^2\theta\;e^{-a}q(a).$$

### Moments and the result

The solid-angle integral of $\sin^2\theta$ is $8\pi/3$. With $r=a/(2\zeta)$,

$$\langle r^n\rangle=\frac{\zeta^5}{360}\int_0^\infty r^{4+n}e^{-a}q(a)\,dr
=\frac{\zeta^5}{360\,(2\zeta)^{5+n}}\int_0^\infty a^{4+n}q(a)e^{-a}\,da .$$

For $n=0$ the last integral is $7!+6\cdot6!+15\cdot5!+15\cdot4!=11520$. Dividing by $360\cdot32$ gives 1, which confirms the normalization. For $n=-3$ it is

$$4!+6\cdot3!+15\cdot2!+15\cdot1!=24+36+30+15=105,$$

so that

$$\left\langle r^{-3}\right\rangle=\frac{\zeta^5}{360\cdot4\zeta^2}\cdot105=\frac{7\zeta^3}{96}.$$

Equation (3) then gives

$$\boxed{D=\frac{3g^2\alpha^2}{40}\cdot\frac{7\zeta^3}{96}=\frac{7\,g^2\alpha^2\zeta^3}{1280}\ \text{hartree},\qquad E=0}$$

For $g=2$ this is $7\alpha^2\zeta^3/320$. The cubic dependence reflects scaling: $\zeta$ is the only inverse length in the model, and the dipolar interaction goes as an inverse length cubed. As $\zeta\to0$ the electrons spread out and $D$ vanishes.

### Numbers for a round exponent

Take $\zeta=2.0$ bohr$^{-1}$, a round value not fitted to a molecule. Then

$$\left\langle r^{-3}\right\rangle=\frac{7\cdot8}{96}=0.5833\ \text{bohr}^{-3},\qquad
T_{zz}=0.4\times0.5833=0.2333\ \text{bohr}^{-3}.$$

In energy units $\alpha^2$ corresponds to 11.687 cm$^{-1}$. With the free-electron $g=2.00232$,

$$D=\frac3{16}\,(2.00232)^2\times11.687\times0.2333\ \text{cm}^{-1}=2.05\ \text{cm}^{-1},$$

or 61.5 GHz. The level $M_S=0$ lies at $-1.37$ cm$^{-1}$ and the pair $M_S=\pm1$ at $+0.68$ cm$^{-1}$. If you compare with the spectroscopic constant $\lambda$ of a linear molecule, defined by $H=2\lambda(S_z^2-\mathbf S^2/3)$, then $\lambda=D/2=1.03$ cm$^{-1}$.

The exponent matters much more than the choice of $g$. Setting $g=2$ changes $D$ only from 2.050 to 2.045 cm$^{-1}$. Lowering $\zeta$ to 1.8 gives 1.49 cm$^{-1}$, and 1.6 gives 1.05 cm$^{-1}$. A 10% reduction from $\zeta=2.0$ thus lowers $D$ by 27%.

The numerical check computes the tensor independently in momentum space and reads $D$ from the two-spin Hamiltonian.

### Can you use point dipoles at a typical distance?

Not at the root-mean-square distance. For $n=2$ the moment integral is $9!+6\cdot8!+15\cdot7!+15\cdot6!=691200$, so

$$\langle r^2\rangle=\frac{691200}{360\cdot128\,\zeta^2}=\frac{15}{\zeta^2}.$$

At $\zeta=2.0$ bohr$^{-1}$ the rms separation is 1.94 bohr. Replacing $\langle r^{-3}\rangle$ by the inverse cube of this length, while keeping the correct angular factor $2/5$, gives $D=0.48$ cm$^{-1}$. That is too small by a factor of 4.24, and the factor is the same for every $\zeta$ because both quantities scale as $\zeta^3$. This estimate still borrows the factor $2/5$ from the full distribution. Two literal point dipoles side by side in the $xy$ plane have angular factor 1, and at the rms distance they give $D=1.21$ cm$^{-1}$, too small by a factor of 1.69. At the most probable separation, the maximum of $a^4q(a)e^{-a}$ at $a\approx6.2$ or 1.55 bohr, the in-plane pair gives 2.36 cm$^{-1}$, 15% too large. That closeness is a cancellation: $1/r^3$ at this distance is 2.17 times smaller than $\langle r^{-3}\rangle$, while the angular factor 1 is 2.5 times larger than $2/5$.

The average of $r^{-3}$ gives close pairs more weight than the average of $r^2$ does. The distance that reproduces it, $\langle r^{-3}\rangle^{-1/3}$, is 1.20 bohr, but you need the full integral to find it.

### What carries over to NH and carbenes

In NH the two open-shell orbitals have the form $x f$ and $y f$, with the same $f$ symmetric about the bond. The spatial function is still $(x_1y_2-y_1x_2)f(1)f(2)$, whose square is unchanged by a common rotation about $z$, so the spin-spin contribution to $E$ remains zero. However, $f$ may now depend on direction as well as on $r$. The average over $\mathbf R$ used above then no longer applies, and the factor $2/5$ is not guaranteed.

The same reasoning covers a linear carbene with two equivalent p orbitals. In a bent carbene one orbital mixes with s character and the two are no longer equivalent. Axial symmetry is lost, $E$ need not vanish, and the boxed formula is only an estimate of size. Delocalization onto neighbouring atoms also lies outside a one-centre model.

Finally, a measured $D$ includes the second-order effect of spin-orbit coupling, which is absent here. Choosing $\zeta$ to reproduce a measured $D$ would hide that contribution, and any error of the one-centre orbitals, in the exponent.

## Computed results

```
INPUTS
orbital exponent zeta = 2.0 bohr^-1
fine-structure constant alpha = 0.007297353
free-electron g factor (magnitude) = 2.002319
1 hartree = 219474.631 cm^-1
alpha^2 in energy units = 11.68732 cm^-1
EXACT MOMENTS AT zeta = 1
norm = 1
<r12^2> = 15 bohr^2
<r12^-3> = 7/96 bohr^-3
FACTOR T_zz / <r12^-3> FROM MOMENTUM SPACE
Slater radial function: 0.4000000
Gaussian radial function: 0.4000000
two-exponential radial function: 0.4000000
largest relative error of pair density = 2.8e-07
WORKED EXAMPLE, zeta = 2.0 bohr^-1
<r12^-3>, formula = 0.583333 bohr^-3
<r12^-3>, momentum space = 0.583333 bohr^-3
T_xx, momentum space = -0.116667 bohr^-3
T_yy, momentum space = -0.116667 bohr^-3
T_zz, momentum space = 0.233333 bohr^-3
D, formula = 9.340613e-06 hartree
D, formula = 2.05003 cm^-1
D, two-spin levels = 2.05003 cm^-1
D, formula = 61.458 GHz
D with g = 2 exactly = 2.04528 cm^-1
lambda = D/2 = 1.02501 cm^-1
level M_S = 0: -1.36669 cm^-1
levels M_S = +1, -1: 0.68334 cm^-1
rms separation = 1.9365 bohr
<r12^-3>^(-1/3) = 1.1968 bohr
<r12^-3> times rms^3 = 4.2361
D with rms^-3 instead = 0.48395 cm^-1
DEPENDENCE ON THE EXPONENT
D / zeta^3 = 0.256253 cm^-1 bohr^3
D at zeta = 1.6 bohr^-1: 1.04961 cm^-1
D at zeta = 1.8 bohr^-1: 1.49447 cm^-1
D(1.8)/D(2.0) = 0.7290
```
